# Fano transmission of a mirror-symmetric resonator: one zero, one unit point

A computed transmission spectrum of a resonant silicon membrane, sampled every 1 nm, shows a dip to about 0.01. One must decide whether to refine the wavelength grid or to accept 0.01 as the extinction of the device. If the structure must have a true zero, the dip says something about the grid; if not, it may be a property of the design. The same question arises at the peak. The notes below settle it for one isolated mode, starting from a resonator with a single port.

## 1. One port

Let \(|a|^2\) be the energy stored in the mode, and let \(|s_+|^2\) and \(|s_-|^2\) be the incoming and outgoing powers. Fields vary as \(e^{-i\omega t}\). The mode has frequency \(\omega_0\) and amplitude decay rate \(\gamma\), and the linear equations are

\[
\frac{da}{dt}=-(i\omega_0+\gamma)a+\kappa s_+,\qquad s_-=c\,s_++d\,a .
\]

Here \(c\) is the reflection that would remain without the mode. It is taken as independent of frequency over the line. There is no loss, so the stored energy changes only through the port:

\[
\frac{d|a|^2}{dt}=|s_+|^2-|s_-|^2 .
\]

The left side is \(2\,\mathrm{Re}(a^*\,da/dt)\), which gives

\[
-2\gamma|a|^2+2\,\mathrm{Re}(\kappa a^*s_+).
\]

The right side, with \(s_-\) inserted, is

\[
(1-|c|^2)|s_+|^2-|d|^2|a|^2-2\,\mathrm{Re}(c\,d^*a^*s_+).
\]

At a given instant \(a\) depends on the past input, so \(a\) and \(s_+\) can be chosen independently. The three kinds of term must therefore match separately:

\[
|c|=1,\qquad |d|^2=2\gamma,\qquad \kappa=-c\,d^* .
\]

In the steady state \(da/dt=-i\omega a\), so \(a=\kappa s_+/(\gamma-i\delta)\) with \(\delta=\omega-\omega_0\). Since \(d\kappa=-c|d|^2=-2\gamma c\),

\[
\frac{s_-}{s_+}=c\left(1-\frac{2\gamma}{\gamma-i\delta}\right)
=c\,\frac{-\gamma-i\delta}{\gamma-i\delta}
=c\,\frac{x-i}{x+i},\qquad x=\frac{\delta}{\gamma}.
\]

The last step multiplies numerator and denominator by \(i/\gamma\).

**Limits.** The ratio has modulus one at every real \(x\), as it must with a single lossless port. Far from resonance it returns to \(c\); at \(x=0\) it is \(-c\). The mode changes a phase and nothing else.

The phase of \(\kappa\) matters. A Gaussian pulse with envelope \(e^{-\gamma^2t^2/2}\), detuned by \(0.7\gamma\), was integrated in time. With \(\kappa=-cd^*\) the outgoing energy divided by the incoming energy is 1.000000. With the phase of \(\kappa\) increased by 0.5 rad it is 1.88, which a passive device cannot do.

## 2. Two ports and a background

Now take two single-channel ports exchanged by a mirror, with reference planes that are mirror images. Both sides have the same reflection amplitude \(r_{\rm tot}\) and the same transmission amplitude \(t_{\rm tot}\). Equal inputs give equal outputs, and opposite inputs give opposite outputs, with factors

\[
s_e=r_{\rm tot}+t_{\rm tot},\qquad s_o=r_{\rm tot}-t_{\rm tot}.
\]

The two-port problem has become two one-port problems. Without loss, \(|s_e|=|s_o|=1\).

Consider first the background alone. Two numbers of modulus one can be written as \(c_e=e^{i(\phi+\alpha)}\) and \(c_o=e^{i(\phi-\alpha)}\). Half their sum and half their difference are

\[
r_B=e^{i\phi}\cos\alpha,\qquad t_B=i\,e^{i\phi}\sin\alpha .
\]

Define the real numbers \(r=\cos\alpha\) and \(t=\sin\alpha\), so that \(r^2+t^2=1\). The factor \(i\) between reflection and transmission follows from symmetry and energy conservation. Either number may be negative. Adding \(\pi\) to both \(\phi\) and \(\alpha\) changes both signs and no physics, so only the sign of \(r/t\) has meaning.

Next add the mode. A non-degenerate mode of a symmetric structure is mapped by the mirror onto itself times \(\sigma=+1\) (even) or \(\sigma=-1\) (odd). It radiates into the channel of its own parity and is driven by that channel alone. Section 1 then applies to this channel, with \(\gamma\) the total decay rate through both ports:

\[
s_\sigma=c_\sigma\frac{x-i}{x+i},
\]

while the other channel keeps its background value.

For an even mode,

\[
t_{\rm tot}=\frac{s_e-s_o}{2}
=\frac{e^{i\phi}}{2(x+i)}\left[e^{i\alpha}(x-i)-e^{-i\alpha}(x+i)\right].
\]

The terms in \(x\) give \(2ix\sin\alpha\), and the rest give \(-2i\cos\alpha\). Hence

\[
t_{\rm tot}=i e^{i\phi}\,\frac{t x-r}{x+i}.
\]

With a plus sign between the two terms, the bracket is \(2x\cos\alpha+2\sin\alpha\), so

\[
r_{\rm tot}=e^{i\phi}\,\frac{r x+t}{x+i}.
\]

For an odd mode the factors \(x-i\) and \(x+i\) change places inside the brackets. This reverses the sign of the terms without \(x\), giving \(tx+r\) and \(rx-t\). Both cases are contained in

\[
T=\frac{(t x-\sigma r)^2}{1+x^2},\qquad R=\frac{(r x+\sigma t)^2}{1+x^2}.
\]

In the sum of the numerators the cross terms \(\mp2\sigma rtx\) cancel, leaving \((r^2+t^2)(x^2+1)\). So \(R+T=1\).

**Limits.** A transparent background, \(r=0\), gives \(T=x^2/(1+x^2)\), a notch at resonance. An opaque background, \(t=0\), gives \(T=1/(1+x^2)\), a Lorentzian peak. In between, \(T=r^2\) at \(x=0\) and \(T\to t^2\) far away: at line centre the device transmits the fraction that the background reflects.

## 3. Counting the special detunings

Suppose \(rt\neq0\), which is the meaning of "partially reflecting". The numerator of \(T\) is the square of a linear function, so \(T\) vanishes at one detuning. Since \(T=1\) is the same condition as \(R=0\), it also holds at one detuning:

\[
x_{\rm zero}=\frac{\sigma r}{t},\qquad x_{\rm unit}=-\frac{\sigma t}{r},\qquad x_{\rm zero}x_{\rm unit}=-1 .
\]

The negative product places the two points on opposite sides of \(\omega_0\). Their distance is

\[
|\omega_{\rm zero}-\omega_{\rm unit}|=\gamma\left|\frac rt+\frac tr\right|
=\gamma\,\frac{r^2+t^2}{|rt|}=\frac{\gamma}{|rt|}\ge2\gamma ,
\]

because \(|rt|=\tfrac12|\sin2\alpha|\le\tfrac12\). As \(t\to0\) the zero moves off to infinite detuning; as \(r\to0\) the unit point does. This is why the two limits of section 2 each show one special point.

A second count uses phases. Write \((x-i)/(x+i)=e^{2i\psi}\) with \(\psi=-\arg(x+i)\). As \(x\) runs from \(-\infty\) to \(\infty\), \(\psi\) rises from \(-\pi\) to 0 without turning back. The phases of \(s_e\) and \(s_o\) differ by \(2(\alpha+\sigma\psi)\), so

\[
T=\tfrac14|s_e-s_o|^2=\sin^2(\alpha+\sigma\psi).
\]

The argument sweeps an open interval of length \(\pi\) once. Such an interval contains one zero and one maximum of \(\sin^2\), unless one of them sits at the excluded ends, where \(T=t^2\).

With \(q=-\sigma r/t\) the result takes the usual Fano form \(T=t^2(x+q)^2/(1+x^2)\). Near the zero, \(1+x_{\rm zero}^2=1/t^2\), so to leading order

\[
T\approx t^4(x-x_{\rm zero})^2 .
\]

This sets the grid spacing needed to see the zero.

The relations can also be inverted. Since \(r^2x_{\rm unit}+t^2x_{\rm zero}=-\sigma rt+\sigma rt=0\),

\[
\omega_0=r^2\omega_{\rm unit}+t^2\omega_{\rm zero},\qquad \gamma=|rt|\,|\omega_{\rm zero}-\omega_{\rm unit}| .
\]

The resonance lies at neither the dip nor the peak.

## 4. A silicon membrane

The example is a suspended silicon membrane in air, 300 nm thick, cut through by 50 nm slits with a period of 570 nm. Light arrives at normal incidence with its electric field along the slits. The silicon index is a rough 3.48. The period is shorter than the wavelength, so each side has one open channel. Maxwell's equations were solved by expansion in Fourier modes.

The complex resonance frequency gives a wavelength of 1566.28 nm and a decay rate \(\gamma/2\pi=220\) GHz. As a wavelength half-width this is 1.799 nm, and the quality factor \(\omega_0/2\gamma\) is 435. The mode is even. The scattering at the single frequency \(\omega_0\), with the sign change at \(x=0\) removed from the even channel, gives \(\alpha=0.6835\) rad, so \(r=0.7754\) and \(t=0.6315\). The value \(T(0)=r^2=0.601\) is thus an input; the rest of the line is a prediction:

\[
x_{\rm zero}=\frac{0.7754}{0.6315}=1.228,\qquad x_{\rm unit}=-\frac{0.6315}{0.7754}=-0.814 .
\]

The Maxwell solution has one zero and one unit point within \(|x|\le8\), at \(1.234\) and \(-0.817\). Positive \(x\) means higher frequency and shorter wavelength, so to first order the formula places the zero at \(1566.28-1.228\times1.799=1564.07\) nm and the unit point at \(1566.28+0.814\times1.799=1567.74\) nm. Exact conversion from frequency to wavelength gives 1564.08 and 1567.75 nm, and the Maxwell values agree with these to about 0.01 nm. Both sides of this comparison use the same number of Fourier orders; going from 10 to 16 orders moves the resonance itself by 0.02 nm, and still more orders move it by about as much again. The absolute wavelengths are therefore converged only to about 0.04 nm; the zero and the unit point move with the resonance, so their separation is hardly affected. For a real membrane the rough index matters far more: lowering it by 0.005 moves the resonance by about \(-2\) nm, so the digits given here serve the comparison of formula and Maxwell solution and are not a prediction for a device. The separation is

\[
\frac{1.799\ \text{nm}}{0.7754\times0.6315}=3.67\ \text{nm},
\]

against 3.69 nm from Maxwell's equations.

For \(|x|\le5\) the largest error in \(T\) is 0.009. The model neglects the drift of the background across the line, so a narrower line should fit better. With 25 nm slits, at fixed thickness and period, the quality factor rises to about 1710 and the largest error falls to 0.003. The resonance also moves to 1631 nm in this comparison.

The background has a simple origin. A uniform slab with the averaged permittivity transmits 0.445 at the narrow-slit resonance, while the extracted \(t^2\) is 0.438. For 50 nm slits the two values are 0.424 and 0.399.

An odd mode tests the sign \(\sigma\). A 500 nm membrane with a 650 nm period and 50 nm slits has one at 1521 nm, with \(\alpha=-0.771\) rad. The formula gives \(x_{\rm zero}=-1/\tan\alpha=1.029\) and \(x_{\rm unit}=\tan\alpha=-0.972\); Maxwell's equations give 1.042 and \(-0.984\). Without the factor \(\sigma\), both points would fall on the wrong side of the resonance.

The opening question can now be answered for the 300 nm membrane. On a 1 nm grid the nearest sample may miss the zero by 0.5 nm, or 0.28 in \(x\). The leading-order estimate is \(T\approx0.3988^2\times0.28^2\approx0.012\). A dip to about 0.01 is therefore close to the worst this grid can show of a true zero. A typical miss of 0.25 nm gives about 0.003, and a sampled dip clearly above 0.012 would not be explained by the grid. To be sure of a sample below \(10^{-3}\), one needs a point within \(\sqrt{10^{-3}}/0.3988=0.079\) in \(x\), or 0.14 nm, hence a spacing of at most about 0.28 nm.

At the peak, \(1+x_{\rm unit}^2=1/r^2\) gives in the same way \(1-T\approx r^4(x-x_{\rm unit})^2\). With \(r^4=0.361\) and a miss of 0.28 in \(x\), the highest sample on the 1 nm grid may be only about 0.97, although the true maximum of the lossless symmetric membrane is one.

## 5. Giving up the assumptions

**Loss.** Let absorption or scattering out of the ports add a rate \(\gamma_i\) to the decay of \(a\), leaving \(\kappa\) and \(d\) unchanged. The resonant term in \(s_\sigma\) becomes \(-2\gamma c_\sigma/(\gamma+\gamma_i-i\delta)\). It enters \(t_{\rm tot}\) with the factor \(\sigma/2\), and \(c_\sigma=e^{i\phi}(r+i\sigma t)\), so

\[
t_{\rm tot}=e^{i\phi}\left[it-\frac{\sigma\gamma(r+i\sigma t)}{\gamma+\gamma_i-i\delta}\right]
=e^{i\phi}\,\frac{t\delta-\sigma\gamma r+it\gamma_i}{\gamma+\gamma_i-i\delta},
\]

\[
T=\frac{(t\delta-\sigma\gamma r)^2+t^2\gamma_i^2}{\delta^2+(\gamma+\gamma_i)^2}.
\]

For \(t\gamma_i\neq0\) the numerator cannot vanish. To leading order in \(\gamma_i/\gamma\), the former zero rises to \(t^4(\gamma_i/\gamma)^2\) and the former unit point drops to \(1-2r^2\gamma_i/\gamma\). The peak suffers at first order, the dip at second.

An absorbing index with a material quality factor of \(10^4\), an assumed value (pure silicon absorbs far less near 1550 nm), gives \(\gamma_i/\gamma=0.042\) in the membrane. The full formula predicts \(2.8\times10^{-4}\) at the former zero and 0.951 at the former unit point; Maxwell's equations give \(2.7\times10^{-4}\) and 0.951.

**Unequal sides.** Keep the device lossless and reciprocal, but drop the mirror. The scattering matrix \(S\) is then symmetric and unitary, so \(S^{-1}=S^*\) at real frequency. Writing out the inverse of a \(2\times2\) matrix gives

\[
S_{21}^*=-\frac{S_{21}}{\det S},\qquad S_{11}^*=\frac{S_{22}}{\det S}.
\]

With one mode and a flat background, each element is a constant times \((\delta-z)/(\delta+i\gamma)\), provided its background value is not zero. The resonant part of \(S\) is a column of output couplings times a row of input couplings, divided by \(\gamma-i\delta\). Its own determinant is zero, so \(\det S\) has no double pole. With a single pole and modulus one on the real axis, \(\det S\) is a constant times \((\delta-i\gamma)/(\delta+i\gamma)\). Inserting these forms, the first relation makes \(\delta-z_{21}^*\) proportional to \(\delta-z_{21}\) for all real \(\delta\). Therefore \(z_{21}\) is real, and the transmission zero survives. The second relation gives \(z_{22}=z_{11}^*\). Mirror symmetry would make these equal, and hence real; without it they may be complex, and then the reflection does not vanish at any real frequency.

The membrane with oxide of index 1.44 filling the space below shows this. The lowest transmission is zero to numerical accuracy, but the highest is 0.991.

**A real membrane.** Suspended silicon gratings and photonic-crystal membranes of a few hundred nanometres thickness are used as mirrors and filters near 1550 nm, and a quality factor of a few hundred is a plausible design value. Slits of 50 nm through 300 nm of silicon are narrow and demanding to etch. In the calculation, slits 2 nm wider move the resonance by \(-5.1\) nm, more than the whole distance between zero and unit point. Heating by 10 K, with a rough index slope of \(1.8\times10^{-4}\) per kelvin, moves it by 0.79 nm and raises \(T\) at the old zero to 0.020. A rough silicon dispersion of \(-8\times10^{-5}\) per nm reduces the separation from 3.69 to 3.56 nm and raises the quality factor to about 450. The two shifts above were computed with a fixed index; with this dispersion they shrink by about the same 3%, to \(-4.9\) and 0.76 nm. A plane wave tilted by 0.29° (the divergence angle of a beam with a waist radius of 100 µm) in the plane perpendicular to the slits transmits \(8\times10^{-5}\) at the zero. The finite area of the membrane was not modelled.

A width error that is the same in all slits and at all depths preserves the mirror symmetry, and so does uniform heating; these move the two special wavelengths without removing them. Loss removes both points, and the oxide on one side removes the unit point. The count "one and one" belongs to a single mode on a flat background: over a wide enough range the background drifts and other modes enter, and further zeros or unit points may appear. The numerical output below lists most of the values used here.

## Numbers as computed

```
Membrane thickness, period, slit (nm): 300.0 570.0 50.0
Silicon index (rough): 3.48
Resonance wavelength: 1566.28 nm
Amplitude decay rate as wavelength half-width: 1.799 nm
gamma/(2 pi): 219.9 GHz
Quality factor omega0/(2 gamma): 435.2
Background angle alpha: 0.6835 rad
Background amplitudes r, t: 0.7754, 0.6315
Background reflectance, transmittance: 0.6012, 0.3988
Averaged uniform slab transmittance: 0.4242
Fano parameter q = -r/t: -1.2277
x of zero, formula and Maxwell: 1.2277, 1.2335
x of unit point, formula and Maxwell: -0.8145, -0.8170
Product of the two Maxwell x values: -1.0078
Wavelength of zero, formula and Maxwell: 1564.076, 1564.066 nm
Wavelength of unit point, formula and Maxwell: 1567.749, 1567.753 nm
Separation gamma/|rt|, as wavelength: 3.675 nm
Separation from Maxwell: 3.688 nm
T at x=-4, formula and Maxwell: 0.6412, 0.6484
T at x=-2, formula and Maxwell: 0.8310, 0.8338
T at x=+0, formula and Maxwell: 0.6012, 0.6012
T at x=+2, formula and Maxwell: 0.0476, 0.0460
T at x=+4, formula and Maxwell: 0.1803, 0.1747
Largest error of T for |x|<=5, 50 nm slits: 0.0093
Same, 25 nm slits: 0.0027
25 nm slits: wavelength 1630.83 nm, Q 1706.5
25 nm slits: background T, averaged slab T: 0.4378, 0.4451
Odd-mode membrane thickness, period, slit (nm): 500.0 650.0 50.0
Odd mode: wavelength 1521.27 nm, Q 334.6, alpha -0.7712 rad
Odd mode x of zero, formula and Maxwell: 1.0288, 1.0424
Odd mode x of unit, formula and Maxwell: -0.9720, -0.9843
Pulse energy out/in, right coupling phase: 1.000000
Pulse energy out/in, phase wrong by 0.5 rad: 1.8791
Resonance shift, 16 instead of 10 Fourier orders: 0.0208 nm
Loss: material Q 10000, gamma_i/gamma 0.04237
Loss: T at zero, formula and Maxwell: 2.761e-04, 2.706e-04
Loss: T at unit point, formula and Maxwell: 0.95096, 0.95082
Oxide (index 1.44) below: min T 2.1e-12, max T 0.99087
Beam waist 100 um: divergence 0.286 deg, T at zero 8.177e-05
Heating 10 K (dn/dT 1.8e-04 1/K): shift 0.789 nm, T at old zero 1.985e-02
Slits 2 nm wider: resonance shift -5.116 nm
Silicon dispersion -8e-05 1/nm: separation 3.563 nm
```
